# Fin equation and thermal healing length of a Joule-heated interconnect on oxide

## What fails when the ends are ignored

Dividing the Joule heat of a current-carrying metal line by the thermal conductance of the oxide beneath it gives a single temperature rise for the whole line. This estimate fails when a large share of the heat leaves along the metal into the contacts. In the 10 µm line worked out below, the ends carry 31 % of the heat. Someone who measures the mean temperature and assigns all the heat to the oxide would infer an oxide conductance 45 % too large. Taking the mean temperature rise to be that in the interior of a very long line would give 59 K instead of 39 K.

The remedy is a one-dimensional heat balance with a closed solution. Its central quantity is the healing length, the distance over which the cooling effect of an end falls by a factor $e$ in a long line.

## Geometry and conventions

The line runs from $x=0$ to $x=L$, with width $w$, thickness $d$ and cross-section $A=wd$. It lies flat on an oxide of thickness $t$ and thermal conductivity $\kappa$, whose lower face is held at $T_0$. Both ends of the line are held at $T_0$ too. The temperature rise is $\theta=T-T_0$.

The current $I$ is fixed and steady. The resistivity is $\rho=\rho_0(1+\alpha\theta)$, where $\rho_0$ and $\alpha$ belong to the line itself, not to the bulk metal. The metal conductivity $k$ is taken as constant. No heat leaves through the top or sides of the line or through the free oxide surface, and the interface between metal and oxide has no thermal resistance. The temperature is nearly uniform over each metal cross-section; this is checked below.

## Heat balance on a slice

The heat flowing through the metal towards positive $x$ is $-kA\theta'$. A slice of length $dx$ therefore gains by conduction

$$-kA\theta'(x)+kA\theta'(x+dx)=kA\theta''\,dx .$$

Its resistance is $\rho\,dx/A$, so it also gains the Joule heat $I^2\rho\,dx/A$. It loses $g\theta\,dx$ to the oxide, where $g$ is the oxide conductance per unit length of line. In steady state the sum vanishes:

$$kA\theta''-g\theta+p_0(1+\alpha\theta)=0,\qquad p_0=\frac{I^2\rho_0}{A}. \tag{1}$$

Here $p_0$ is the heating per length of the cold line. Collecting the terms in $\theta$ gives

$$kA\theta''-(g-p_0\alpha)\theta+p_0=0. \tag{2}$$

For $\alpha>0$ the feedback of temperature on resistance acts like a reduced heat loss.

## The oxide conductance

Straight downward flow would give $g=\kappa w/t$. Heat also spreads sideways from the strip edges, and in a narrow line this is a large correction. It can be found by treating one edge at a time.

Let $y$ be the horizontal coordinate across the line and $v$ the height above the lower oxide face, and set $\zeta=y+iv$. Near one edge the strip covers $y<0$ at $v=t$, and the surface $y>0$ at $v=t$ is free. Write the oxide temperature rise as $\theta\phi$. Then $\phi$ is harmonic, equals 1 under the strip and 0 on the lower face, and has zero normal derivative on the free surface.

The map $\eta=e^{\pi\zeta/t}$ sends the slab to the upper half-plane. The lower face becomes $\eta>0$, the strip $-1<\eta<0$, and the free surface $\eta<-1$. A second map, $s=\sqrt{\eta+1}$, sends the half-plane to the first quadrant. The strip becomes $0<s<1$, the lower face $s>1$, and the free surface the positive imaginary axis.

Since no heat crosses the imaginary axis, $\phi$ can be continued evenly across it. The problem becomes a half-plane with $\phi=1$ for $-1<s<1$ and $\phi=0$ on the rest of the real axis. Its bounded solution is

$$\phi=\frac1\pi\left[\arg(s-1)-\arg(s+1)\right].$$

On the real axis the bracket is $\pi-0$ between $-1$ and $1$, $0-0$ to the right and $\pi-\pi$ to the left, as required.

Just above the strip image, at $s=a+ib$ with small $b>0$, the two angles are $\pi-b/(1-a)$ and $b/(1+a)$. Hence

$$-\frac{\partial\phi}{\partial b}=\frac1\pi\left[\frac1{1-a}+\frac1{1+a}\right].$$

Conformal maps preserve the total flux through a boundary segment. The edge lies at $s=0$, and the point a distance $X$ inside it lies at $s_X=\sqrt{1-e^{-\pi X/t}}$. The heat per length leaving this part of the strip, divided by $\kappa\theta$, is therefore

$$\int_0^{s_X}\frac1\pi\left[\frac1{1-a}+\frac1{1+a}\right]da=\frac1\pi\ln\frac{1+s_X}{1-s_X}.$$

For $X\gg t$, $s_X\approx1-\tfrac12e^{-\pi X/t}$. The fraction tends to $4e^{\pi X/t}$, and the result to $X/t+(2\ln2)/\pi$. Each edge acts as an added width of $(2\ln2)t/\pi$. Taking $X=w/2$ for each half of the strip gives

$$g\approx\kappa\left[\frac wt+\frac{4\ln2}{\pi}\right]. \tag{3}$$

The approximation is that each edge does not feel the other. A numerical solution of the cross-section gives $g/\kappa=2.882$ at $w=2t$, where (3) gives 2.883. At $w=t$ the values are 1.876 and 1.883, a difference of 0.4 %. For much narrower lines (3) is too large, by 12 % at $w=0.2t$. The slab and its mirror image across the free surface form a stripline, whose known conformal-map result holds at any width: $g/\kappa=2K(\tanh\mu)/K(\operatorname{sech}\mu)$ with $\mu=\pi w/(4t)$, where $K$ is the complete elliptic integral of the first kind as a function of its modulus. It gives 2.8822 at $w=2t$ and 1.8755 at $w=t$. Equations (1) and (2) keep their form.

## The hyperbolic profile

Suppose first that $g>p_0\alpha$, and define

$$\theta_\infty=\frac{p_0}{g-p_0\alpha},\qquad \ell=\sqrt{\frac{kA}{g-p_0\alpha}}. \tag{4}$$

Dividing (2) by $kA$ gives $\theta''=(\theta-\theta_\infty)/\ell^2$. The deficit $\delta=\theta_\infty-\theta$ thus obeys $\delta''=\delta/\ell^2$. With $\xi=x-L/2$, its general solution is

$$\delta=a\cosh(\xi/\ell)+b\sinh(\xi/\ell).$$

At both ends $\theta=0$, so $\delta=\theta_\infty$ at $\xi=\pm L/2$. Subtracting the two conditions gives $2b\sinh u=0$, where $u=L/(2\ell)$, so $b=0$. Adding them gives $a=\theta_\infty/\cosh u$. The profile is

$$\theta(x)=\theta_\infty\left[1-\frac{\cosh\big((x-L/2)/\ell\big)}{\cosh u}\right]. \tag{5}$$

For numerical work, multiply numerator and denominator of the fraction by $2e^{-u}$:

$$\frac{\cosh\big((x-L/2)/\ell\big)}{\cosh u}=\frac{e^{-x/\ell}+e^{-(L-x)/\ell}}{1+e^{-L/\ell}}. \tag{6}$$

This form does not overflow for long lines, and it shows one decaying term from each end. If both contacts are warmer than $T_0$ by $\theta_e$, the end condition becomes $\delta=\theta_\infty-\theta_e$. The solution is then $\theta_\infty$ minus $(\theta_\infty-\theta_e)$ times the fraction (6).

**Long line.** For $L\gg\ell$, near the left end, (6) reduces to $e^{-x/\ell}$. The end cooling then decays exponentially with length $\ell$. At the middle both ends contribute equally, and the deficit is $\theta_\infty/\cosh u\approx2\theta_\infty e^{-u}$.

**Short line.** For $u\ll1$, $1-1/\cosh u\approx u^2/2$, so the peak is

$$\theta(L/2)\approx\frac{\theta_\infty L^2}{8\ell^2}=\frac{p_0}{g-p_0\alpha}\,\frac{L^2(g-p_0\alpha)}{8kA}=\frac{p_0L^2}{8kA}.$$

The mean of this parabolic profile is two thirds of its peak, so the oxide receives $gL^2/(12kA)$ times as much heat as the ends. If also $L\ll\sqrt{kA/g}$, nearly all the heat leaves through the ends, and a measurement says little about $\kappa$. This second condition matters for $\alpha>0$: feedback can make $u$ small even in a line whose oxide takes most of the heat.

## Mean temperature and heat budget

The resistance responds to the mean rise. Averaging the hyperbolic cosine in (5) over the line gives

$$\frac1L\int_{-L/2}^{L/2}\frac{\cosh(\xi/\ell)}{\cosh u}\,d\xi=\frac{2\ell\sinh u}{L\cosh u}=\frac{\tanh u}{u},$$

and therefore

$$\bar\theta=\theta_\infty\left[1-\frac{\tanh u}{u}\right],\qquad R=R_0(1+\alpha\bar\theta),\qquad R_0=\frac{\rho_0L}{A}. \tag{7}$$

Differentiating (5) at the left end gives $\theta'(0)=(\theta_\infty/\ell)\tanh u$. The heat leaving there flows towards negative $x$ and equals $kA\theta'(0)$. By symmetry the two ends together carry

$$P_{\rm end}=\frac{2kA\theta_\infty}{\ell}\tanh u. \tag{8}$$

Integrating (1) over the line gives $-P_{\rm end}-gL\bar\theta+P=0$, where $P=p_0L(1+\alpha\bar\theta)=I^2R$ is the total Joule heat. The heat entering the oxide is thus $gL\bar\theta$, with the bare $g$. The reduced value $g-p_0\alpha$ sets the shape of the profile, but it is not the conductance of the oxide.

## Where the hyperbolic form ends

For $\alpha\le0$ the difference $g-p_0\alpha$ stays positive. For $\alpha>0$ it vanishes at the current

$$I_c=\sqrt{\frac{gA}{\rho_0\alpha}}. \tag{9}$$

Since $p_0\alpha/g=I^2/I_c^2$, below this current

$$\ell=\frac{\ell_0}{\sqrt{1-I^2/I_c^2}},\qquad \ell_0=\sqrt{\frac{kA}{g}}.$$

The healing length grows with current because a local rise in temperature also raises the local heating, which offsets part of the loss to the oxide.

At $I=I_c$, (2) becomes $\theta''=-p_0/(kA)$ with $p_0=g/\alpha$. The solution that vanishes at both ends is the parabola

$$\theta=\frac{g}{2\alpha kA}\,x(L-x).$$

Above $I_c$, set $\beta^2=(p_0\alpha-g)/(kA)$. Equation (2) becomes $\theta''+\beta^2\theta=-p_0/(kA)$. A constant particular solution is $-p_0/(p_0\alpha-g)$; adding the even homogeneous solution and imposing $\theta=0$ at the ends gives

$$\theta=\frac{p_0}{p_0\alpha-g}\left[\frac{\cos(\beta\xi)}{\cos(\beta L/2)}-1\right]. \tag{10}$$

A finite line thus still has a steady state just above $I_c$, held by conduction to its ends. The solution diverges when $\beta L=\pi$, that is, when $p_0\alpha=g+\pi^2kA/L^2$. Dividing by $g$ gives

$$I_{\rm run}=I_c\sqrt{1+\left(\frac{\pi\ell_0}{L}\right)^2}. \tag{11}$$

To see what happens beyond it, let $C$ be the heat capacity of the line per length, with the heat stored in the oxide neglected. A small deviation proportional to $\sin(\pi x/L)$ then grows at the rate $(p_0\alpha-g-\pi^2kA/L^2)/C$. This is positive for $I>I_{\rm run}$, so at fixed current the temperature runs away. Both limits belong to the linear resistivity law and need not be reachable in a real line.

## When one dimension is enough

**Vertical drop in the metal.** On the plateau the heat source per volume is $g\theta_\infty/A$. If it is uniform and leaves through the bottom, the flux at depth $z$ below the top is $g\theta_\infty z/A$. Integrating flux divided by $k$ from 0 to $d$ gives the drop

$$\Delta\theta=\frac{g\theta_\infty d^2}{2kA}. \tag{12}$$

It must be small compared with $\theta_\infty$, which requires $gd^2\ll2kA$.

**Heat flow along the oxide.** Consider a wide line with $\theta\propto\sin qx$. The oxide temperature below it varies as $\sinh(qv)/\sinh(qt)$, and the downward flux per area at the top is $\kappa q\coth(qt)\,\theta$. For small $qt$,

$$\kappa q\coth(qt)\approx\frac{\kappa}{t}\left[1+\frac{(qt)^2}{3}\right].$$

The extra loss per length, $\kappa wt\,q^2\theta/3$, has the same form as the conduction term $kAq^2\theta$. Its ratio to that term is $\kappa t/(3kd)$. In the wide-line limit the healing length without feedback obeys $\ell_0^2=kdt/\kappa$, so the ratio equals $t^2/(3\ell_0^2)$. The fin equation therefore needs $\ell_0\gg t$. For $\alpha>0$ a large $\ell$ is not enough, because feedback lengthens $\ell$ without reducing this ratio. For $\alpha<0$, $\ell$ is shorter than $\ell_0$, but this adds no further condition on the loss: since $z\coth z\le1+z^2/3$ for all real $z$, the ratio above is an upper bound at any $q$ for a wide line. In a narrower line the oxide beside the strip also conducts along $x$, and the ratio exceeds $\kappa t/(3kd)$: by about 10 % at $w=2t$ and by a factor near 2 at $w=0.2t$. In both cases it stays below $t^2/(3\ell_0^2)$. Near a contact, the oxide temperature also depends on how the end face of the oxide is cooled, which the fin equation leaves out.

## Worked example

The parameters are round model values: $L=10$ µm, $w=400$ nm, $d=100$ nm, $t=200$ nm, $\kappa=1$ W/(m K), $\rho_0=40$ nΩ m, $\alpha=0.003$ K$^{-1}$, $T_0=300$ K and $I=12$ mA. The current density is $3\times10^{11}$ A/m². This is a level for a heating test, far above the roughly $10^{10}$ A/m² that electromigration usually allows for long-term direct current in interconnects.

The metal conductivity is taken from the Wiedemann–Franz law with the Sommerfeld Lorenz number. This assumption leaves out heat carried by the lattice and any departure of the electrons from that law:

$$k=\frac{(2.443\times10^{-8})(300)}{4\times10^{-8}}=183.2\ \text{W/(m K)}.$$

With $A=4\times10^{-14}$ m², the terms in (2) are

$$g=1\times(2+0.8825)=2.8825\ \text{W/(m K)},$$

$$p_0=\frac{(0.012)^2(4\times10^{-8})}{4\times10^{-14}}=144\ \text{W/m},\qquad p_0\alpha=0.432\ \text{W/(m K)}.$$

The edges supply 31 % of $g$. The net coefficient is $2.8825-0.432=2.4505$ W/(m K), which is positive, so the profile is hyperbolic. Then

$$\theta_\infty=\frac{144}{2.4505}=58.8\ \text{K},\qquad \ell=\sqrt{\frac{183.2\times4\times10^{-14}}{2.4505}}=1.73\ \text{µm}.$$

Without feedback these would be 50.0 K and 1.59 µm. The line is 5.8 healing lengths long, with $u=2.891$, $\cosh u=9.04$ and $\tanh u=0.994$. Hence

$$\theta(L/2)=58.76\left(1-\frac1{9.04}\right)=52.3\ \text{K},$$

$$\bar\theta=58.76\left(1-\frac{0.994}{2.891}\right)=38.6\ \text{K}.$$

The peak temperature is about 352 K. Even the middle of the line stays 11 % below the plateau. One healing length from an end the rise is 36.7 K.

The resistance goes from 10.00 Ω to 11.16 Ω, and the total heat is 1.607 mW. By (8) the ends carry 0.495 mW, or 31 %, and the oxide receives 1.112 mW. Assigning all the heat to the oxide would multiply the inferred conductance by $1.607/1.112=1.45$, which is the error quoted at the start.

The hyperbolic form ends at $I_c=31.0$ mA, and the steady solution diverges at $I_{\rm run}=34.7$ mA. At $I_c$ the parabola peaks at a formal rise of about 1640 K, where a linear resistivity and a constant $k$ can no longer be trusted. At 12 mA the line is far from both limits.

The approximations can be judged for this case. Equation (12) gives a vertical drop of 0.12 K, or 0.2 % of the plateau. A numerical cross-section with the metal as a sheet of conductance $kd$ and no thickness changes the mean rise by about 0.02 % relative to a strip of uniform temperature; with the finite thickness included the change is about 0.2 %. The added conduction along the oxide is estimated as $\kappa t/(3kd)=0.4$ % of that along the metal.

A three-dimensional numerical solution, with the metal as a conducting sheet and the oxide end faces held at $T_0$, was compared with (5) at $x=\ell$, $2\ell$ and $L/2$. The largest difference was 0.06 % of the plateau rise. The sheet leaves out the vertical drop in the metal; including it moves the difference at the middle to about 0.1 %, with the opposite sign. This supports the reduction to one dimension for these boundary conditions. It does not test the ideal contacts, the perfect interface or the isothermal lower face, which both calculations share and which matter more in a real line. An interface resistance of $10^{-8}$ m² K/W raises the mean rise from 38.6 K to about 42 K. Ending the line in wide pads of the same film warms the ends by roughly 11 K and lowers their share of the heat from 31 % to about 25 %. A silicon substrate under the oxide adds about 0.6 K to the mean rise.

Letting $k$ follow the Wiedemann–Franz law at the local temperature multiplies it by $(1+\theta/T_0)/(1+\alpha\theta)$. Since $\alpha T_0=0.9<1$, $k$ rises slightly on heating, more heat reaches the ends, and the peak falls from 52.26 K to 52.17 K. The remaining values are in the numerical output.

## Order of evaluation

1. Compute $g$ from (3) if $w\gtrsim t$, or from the elliptic-integral form otherwise.
2. Compute $p_0$ and the sign of $g-p_0\alpha$. If it is positive, use (4) to (8), with the fraction in the form (6).
3. Extremely close to $I_c$, $\theta_\infty$ is very large and the bracket in (5) very small, so their product loses digits. Use the parabola only there, or solve (2) numerically. In the worked example the parabola is already 10 % too high at a current 1 % below $I_c$, where (5) still works well in double precision. Above $I_c$ use (10), and reject any current at or above $I_{\rm run}$.
4. Check that $\ell_0\gg t$, that $gd^2\ll2kA$, and that $\theta$ lies within the range where $\rho$ is linear. For a real line, also estimate the contact, interface and substrate resistances and any heat loss through an overlying dielectric, none of which the model contains.

## Calculated quantities

```
Line length L: 10.0 um
Line width w: 400 nm
Line thickness d: 100 nm
Oxide thickness t: 200 nm
Oxide conductivity kappa: 1.00 W/(m K)
Metal resistivity rho0: 40.0 nOhm m
Temperature coefficient alpha: 0.0030 1/K
Sink temperature T0: 300 K
Current I: 12.0 mA
Current density I/A: 3.000e+11 A/m^2
Sommerfeld Lorenz number: 2.4430e-08 W Ohm/K^2
Metal conductivity k: 183.2 W/(m K)
Fringe term 4 ln2/pi: 0.8825
Shape factor g/kappa, formula, w=2t: 2.8825
Shape factor g/kappa, numerical, w=2t: 2.8822
Shape factor g/kappa, formula, w=t: 1.8825
Shape factor g/kappa, numerical, w=t: 1.8755
Oxide conductance g: 2.8825 W/(m K)
Cold heating per length p0: 144.00 W/m
Feedback p0*alpha: 0.4320 W/(m K)
Net conductance g-p0*alpha: 2.4505 W/(m K)
Healing length at zero current: 1.5945 um
Healing length at current I: 1.7294 um
Decay length measured on long line: 1.7292 um
Half length over healing length u: 2.8912
Plateau rise without feedback p0/g: 49.96 K
Plateau rise with feedback: 58.76 K
Peak rise at middle: 52.26 K
Peak temperature: 352.26 K
Rise one healing length from end: 36.72 K
Mean rise: 38.56 K
Cold resistance: 10.000 Ohm
Hot resistance: 11.157 Ohm
Total Joule heat: 1.6066 mW
Heat through both ends: 0.4950 mW
Heat into oxide: 1.1116 mW
Share of heat through ends: 30.81 %
Limit of hyperbolic profile Ic: 31.00 mA
Model peak rise at Ic: 1639 K
Divergence current Irun: 34.67 mA
Vertical drop in metal at plateau: 0.1156 K
Mean-rise change from sideways drop: 0.022 %
3D rise one healing length from end: 36.69 K
3D rise at middle: 52.24 K
Largest 3D-fin difference / plateau: 0.061 %
Peak rise with variable k: 52.17 K
```
